# Why high-mobility island films grow in compression, tension, then compression

Q: I deposit a film that starts as separate islands, and I follow the bending of the substrate. The signal goes down, up, and down again. Which quantity should I be explaining?

A: The force per width $F$ that the deposit exerts on the substrate. For a thin film on a much thicker elastic substrate, the bending is proportional to it, apart from a change in the substrate's own surface stress where the deposit covers it. I leave that change out. It need not be small: for a substrate surface stress of 1 N/m, it would add about −0.8 N/m by the time the islands in the example below touch. I take tension as positive, so a deposit that tries to contract has $F>0$. Suppose the substrate surface is stretched by the same small strain $\varepsilon$ in both in-plane directions. If $U$ is the energy of one island and each island occupies an area $L^2$, then

$$F=\frac{1}{2L^2}\frac{dU}{d\varepsilon}.$$

The factor 2 counts the two directions in which work is done. A growth stage is named by the slope of $F$ against thickness, which tells how the force changes as material is added. In a flat, continuous film whose older layers keep their stress, this slope is the stress of the newest layer. A film can have $F>0$ while its new layers are compressive.

Q: Let us begin with the first drop. The islands do not touch, and the substrate imposes no misfit. Where does compression come from?

A: From surface stress, together with the anchoring of the island. Take a hemisphere of radius $R$ and volume $V=2\pi R^3/3$, elastically isotropic, with Young modulus $E$ and Poisson ratio $\nu$. Its dome has surface stress $f$ and its base has interface stress $g$. These are the works per area of stretching a surface, which in a solid differ in general from the energy of creating it.

Let the strain be uniform: $\varepsilon$ in the plane and $\varepsilon_z$ vertically. The relative area change of a surface element with unit normal $n$ is

$$(1-n_x^2)\varepsilon+(1-n_y^2)\varepsilon+(1-n_z^2)\varepsilon_z ,$$

because strain along the normal does not stretch the element. Over a hemisphere each $n_i^2$ averages to $1/3$, so each bracket integrates to $2\pi R^2\cdot\frac23=4\pi R^2/3$. The base has area $\pi R^2$ and feels $2\varepsilon$. Adding the elastic work gives

$$\frac{\partial U}{\partial\varepsilon}=2V\sigma_x+\frac{8\pi R^2}{3}f+2\pi R^2g,\qquad
\frac{\partial U}{\partial\varepsilon_z}=V\sigma_z+\frac{4\pi R^2}{3}f .$$

A free island makes both vanish. Dividing by $2V$ and $V$ respectively,

$$\sigma_x=-\frac{2f+\tfrac32 g}{R},\qquad \sigma_z=-\frac{2f}{R}.$$

For positive $f$ and $g$ its interior is squeezed. Hooke's law, with equal stresses along $x$ and $y$, gives the in-plane strain:

$$E\varepsilon_{\rm free}=(1-\nu)\sigma_x-\nu\sigma_z
=-\frac1R\left[2f(1-2\nu)+\tfrac32(1-\nu)g\right].$$

With the biaxial modulus $M=E/(1-\nu)$ this becomes

$$\varepsilon_{\rm free}(R)=-\frac{A}{MR},\qquad A=\frac{2f(1-2\nu)}{1-\nu}+\frac32 g .$$

Q: A free island exerts no force on the substrate, though. You have just set the derivative to zero.

A: Yes. While the island can slide on the substrate, its contraction is invisible to you. Now let it become anchored at a radius $R_l$. Its in-plane lattice is held at $\varepsilon_{\rm free}(R_l)$, and I assume that later atoms continue that lattice. As $R$ grows, the squeeze from the surface weakens and the lattice would like to expand. The anchoring prevents this, so the island pushes outward on the substrate.

To get the size, define the transmitted mean stress as $T=(\partial U/\partial\varepsilon)/(2V)$. The vertical direction remains free, so $\sigma_z$ stays at $-2f/R$. At fixed $\sigma_z$, Hooke's law gives $\partial\sigma_x/\partial\varepsilon=M$. Since $T$ vanishes at $\varepsilon_{\rm free}(R)$,

$$T=M\left[\varepsilon_{\rm free}(R_l)-\varepsilon_{\rm free}(R)\right]
=-A\left(\frac1{R_l}-\frac1R\right).$$

The force per width is $F=TV/L^2$, or

$$F=-\frac{2\pi A}{3L^2}\left(\frac{R^3}{R_l}-R^2\right).$$

The mean thickness is $\bar h=V/L^2$, with $d\bar h/dR=2\pi R^2/L^2$. Dividing $dF/dR$ by this gives the slope

$$\frac{dF}{d\bar h}=-A\left(\frac1{R_l}-\frac{2}{3R}\right),$$

which is negative for every $R\ge R_l$ if $A>0$. The first stage is absent if $A$ is not positive, or if the islands touch before they are anchored.

Q: How large is it for reasonable values?

A: I use round parameters that belong to no particular material: $E=105$ GPa, $\nu=0.30$, hence $M=150$ GPa; $f=1.0$ N/m and $g=0.3$ N/m; island spacing $L=40$ nm and $R_l=8$ nm. Then

$$A=\frac{2(1.0)(0.40)}{0.70}+1.5(0.3)=1.593\ \text{N/m}.$$

Neighbours touch at $R=L/2=20$ nm. There, using $1\ \text{N/m}=1\ \text{GPa nm}$,

$$T=-1.593\left(\frac18-\frac1{20}\right)\text{GPa}\approx-0.12\ \text{GPa}.$$

The mean thickness is 10.47 nm, so $F\approx-1.25$ N/m. A direct minimization of the energy of a deformed dome, taken in the small-strain limit, agrees with the formula for $T$ within 0.5% of its value. That test shares the assumption of uniform strain. In a real island the free sides let the upper part relax, so this force is an overestimate. For a hemisphere on a rigid substrate, anchored at zero force, the relaxation replaces $A$ by about $0.33f+\frac32g$ at $\nu=0.30$, which halves the force in the example. For positive $f$ and $g$ the sign is not affected. The relaxation weakens only the $f$ term, however, so with a negative $g$ the sign can differ from the one that $A$ predicts.

Q: Then the islands touch and the signal turns upward. Why should contact produce tension?

A: Because joining two surfaces releases energy, and the crystals can pay for the joining by stretching. Consider a square array and a thin horizontal layer. Each island is separated from its neighbours by a gap $\delta$. I let the layer stretch uniformly, as if it were not bonded to the layers below. To close the gaps, it must then stretch by $\delta/L$ in both directions. The elastic energy density is $2\cdot\frac12M(\delta/L)^2$, so the cost per island and per unit layer thickness is

$$L^2M\left(\frac{\delta}{L}\right)^2=M\delta^2 .$$

An island has four sides, each shared with a neighbour, which makes a boundary length $2L$ per island. Each unit of boundary area replaces two free surfaces of energy $\gamma_s$ by one grain boundary of energy $\gamma_{gb}$. The gain is therefore $2L\Delta\gamma$, with $\Delta\gamma=2\gamma_s-\gamma_{gb}$. Closure lowers the energy when

$$\delta<\delta_{\max}=\sqrt{\frac{2L\Delta\gamma}{M}} .$$

For $\gamma_s=1.0$ and $\gamma_{gb}=0.4$ J/m², $\Delta\gamma=1.6$ J/m² and $\delta_{\max}=\sqrt{2(40)(1.6)/150}\approx0.92$ nm.

Q: Should I put that gap into Hooke's law to find the tension?

A: No, it is a limit on what energy permits. A gap wider than one atomic spacing $a$ can be filled by a deposited atom before it closes. What remains to be closed by stretching is a gap between 0 and $a$. I assume that all values in this range are equally likely, so the mean is $a/2$ and the mean initial tension is

$$\sigma_T=\frac{M}{L}\,\frac a2=\frac{Ma}{2L}.$$

With $a=0.25$ nm this is $150(0.25)/80$ GPa, about 469 MPa. Below, every new layer starts from this mean. That is an approximation: the later relaxation is nonlinear in the stress, and following each gap separately would raise the turnover height found below by about 2 nm, and the threshold exchange rate by about 11%. Since $a<\delta_{\max}$, this simple estimate allows all these closures. Bonding to the crystal below would concentrate the strain near the boundary and raise the cost, so in a single atomic layer the wider gaps might not close. The energy balance also does not show that bonds reach across such a gap without a barrier; that is a further assumption, least secure for gaps near $a$.

Q: The anchored islands still have their contracted lattice. Does that compression continue in the new layers?

A: It may in part. I freeze the capillary force at its value at contact and let higher layers start from their unstressed lateral size. This neglects the flattening of the domes: in the example, the same volume at the same locked strain but with a flat top would have a force about 0.47 N/m higher. The force curve below leaves this out. If instead each new layer inherited the full locked contraction, it would carry an extra stress of about $-A/R_l$, or $-199$ MPa. This is smaller in size than $\sigma_T$, so a freshly closed layer would still be tensile in these parameters. The turnover found below would come earlier.

Q: Now the puzzling part. The islands have joined, and the new layers are under tension. Why would more atoms enter the boundaries and make later layers compressive?

A: In tension they enter because there is room. In compression they enter because the surface, while being supplied with atoms, is not in equilibrium with the crystal. Both follow from the work of inserting an atom.

Take a boundary layer one atom high, of thickness $a$, again strained uniformly and independently of the layers below. Along the boundary there are $2L/a$ sites per island. Let $N$ be the mean number of extra atoms per site. One atom at every site widens the material by $a$ in each direction, so the strain that remains is

$$\varepsilon=\frac{\sigma_T}{M}-\frac{Na}{L},\qquad \sigma=M\varepsilon .$$

The layer energy is $U=M\varepsilon^2L^2a$, and the number of inserted atoms is $n=2LN/a$. Hence $d\varepsilon/dn=-(a/L)(a/2L)=-a^2/(2L^2)$, and

$$\frac{dU}{dn}=2M\varepsilon L^2a\left(-\frac{a^2}{2L^2}\right)=-\sigma a^3=-\sigma\Omega ,$$

where $\Omega=a^3$ is the atomic volume. Insertion releases energy in tension and costs energy in compression.

Let $S$ be the adatom density divided by its value in equilibrium with the unstressed crystal. For dilute adatoms at temperature $\Theta$, each has an excess chemical potential $k_B\Theta\ln S$. Exchange with the boundary stops when this equals $-\sigma\Omega$:

$$\sigma_C=-s_0\ln S,\qquad s_0=\frac{k_B\Theta}{\Omega}.$$

Growth requires $S>1$, so this stationary stress is compressive. At 300 K, $s_0\approx265$ MPa. With $S=2$, $\sigma_C\approx-184$ MPa.

Q: So why is the film not compressive from the moment the boundaries form?

A: The atoms need time, and a layer accepts them only until the next layer covers it. That is the model's assumption about buried boundaries: their stress is frozen.

Let atoms enter each site at rate $kS$ and leave at rate $k e^{-\sigma/s_0}$. Their ratio is fixed by the equilibrium condition above; putting the stress dependence entirely into the leaving rate is a choice. Then

$$\frac{dN}{dt}=k\left(S-e^{-\sigma/s_0}\right),\qquad
\frac{d\sigma}{dt}=-\frac{Mak}{L}\left(S-e^{-\sigma/s_0}\right).$$

Define $x=(\sigma-\sigma_C)/s_0$. Since $e^{-\sigma_C/s_0}=S$, the exponential equals $Se^{-x}$, and

$$\frac{dx}{dt}=-\frac{1-e^{-x}}{\tau},\qquad \tau=\frac{Ls_0}{MakS}.$$

Multiplication by $e^x$ turns this into $d(e^x)/dt=-(e^x-1)/\tau$, a linear equation for $e^x-1$. Its solution is

$$e^x-1=(e^{x_0}-1)e^{-t/\tau},\qquad x_0=\frac{\sigma_T-\sigma_C}{s_0},$$

or, for the stress itself,

$$\sigma(t)=\sigma_C+s_0\ln\left[1+(e^{x_0}-1)e^{-t/\tau}\right].$$

Near $\sigma_C$, where $x\ll1$, the approach is exponential. Far above it, where $x\gg1$, few atoms leave and the stress falls at the nearly constant rate $s_0/\tau$. Here $x_0=2.46$, so the exponential law alone would not do.

Q: My deposition rate is constant. Why should a layer closed early have less time than one closed later?

A: Because of the shape of the groove between two islands. Let the island surfaces advance at a constant normal rate $G$. This sets a simple clock; it does not describe every deposition geometry. In the vertical plane through two neighbouring centres, the boundary height $h$ obeys

$$R^2=\frac{L^2}{4}+h^2 .$$

Differentiation gives $R\,dR/dt=h\,dh/dt$. With $dR/dt=G$, the top of the boundary rises at

$$v=\frac{dh}{dt}=\frac{GR}{h}=G\sqrt{1+\frac{L^2}{4h^2}} .$$

At first contact the surfaces are nearly parallel, and a small advance closes a tall piece of boundary. Later $v$ falls towards $G$. I let this midpoint represent the whole boundary, although the corners of the square array close later. The last holes there disappear at $R=L/\sqrt2$, when $h=L/2$, which is 20 nm in the example. What this changes depends on how boundary sites are covered. If they are covered only from above, the parts that close late have less exposure, and the peak of the force in the example moves from the 12.7 nm found below to a midpoint height of about 21 nm. If the curved edge of the boundary instead covers them by advancing along its own normal, all parts of the edge have the same exposure and the peak stays near 12.7 nm. Less boundary has then formed than the midpoint suggests, and the total force remains compressive, about −0.5 N/m at its peak. The force rises and then falls in both cases, but the turnover height and the sign of the force at the peak, as found below, belong to the midpoint estimate.

Take $G=0.10$ nm/s. Contact occurs at $R=L/2$, so the first layer is finished after

$$\frac{\sqrt{a^2+L^2/4}-L/2}{G}\approx\frac{a^2}{LG}=0.016\ \text{s}.$$

A late layer is exposed for $a/G=2.5$ s. With $k=0.25$ s$^{-1}$,

$$\tau=\frac{40(0.2651)}{150(0.25)(0.25)(2)}\ \text{s}\approx0.57\ \text{s}.$$

The first layer is buried long before insertion can act, whereas a late layer has more than four relaxation times. Insertion is available from the first moment of contact. What changes is the time it is given.

Q: Can you predict the height at which the slope changes sign?

A: Yes, for the midpoint of the boundary. Away from the first few layers, $v$ changes little across one atomic height, and the exposure is $a/v$. Zero stress means $x=-\sigma_C/s_0=\ln S$, or $e^x-1=S-1$. Insert this in the solution:

$$S-1=(e^{x_0}-1)e^{-a/(v\tau)} .$$

Taking the logarithm gives the critical speed,

$$v_c=\frac{a}{\tau p_*},\qquad p_*=\ln\frac{e^{x_0}-1}{S-1}.$$

Setting $v=v_c$ in the geometric law, squaring and solving for $h$,

$$h_*=\frac{L/2}{\sqrt{(v_c/G)^2-1}} .$$

The example has $p_*=2.37$ and $v_c=0.186$ nm/s, so $h_*=20/\sqrt{1.864^2-1}\approx12.7$ nm. Following the film layer by layer, with the insertion equation integrated numerically, puts the change of sign at the same height within one atomic layer.

Q: The formula has no solution if $v_c<G$. What do I see then?

A: The film stays tensile. The condition $v_c>G$ is what high mobility means here. Written for the exchange rate, it is

$$k>k_c=\frac{Ls_0p_*G}{Ma^2S},$$

which is 0.134 s$^{-1}$ in the example. The film with $k=0.25$ s$^{-1}$ passes. One with $k=0.025$ s$^{-1}$ and the same $S$ does not. In their late layers, where $v\to G$, the stresses are about $-152$ MPa and $+364$ MPa.

Q: $L$ stands in the numerator. Do larger grains need a much higher mobility?

A: With the rates chosen here, not if $S$ is well above 1, since $p_*$ also depends on $L$, through $\sigma_T$. Count the atoms instead. The stress falls from $Ma/(2L)$ to zero when $MNa/L=Ma/(2L)$, so $N=1/2$. Half an atom per site removes the mean tension, whatever the grain size.

While $\sigma$ falls from $\sigma_T$ to zero, the factor $e^{-\sigma/s_0}$ lies between 0 and 1. The net insertion rate therefore lies between $k(S-1)$ and $kS$. Half an atom must enter during $a/G$, which gives

$$\frac{G}{2aS}<k_c<\frac{G}{2a(S-1)} .$$

For our numbers the limits are $0.10/(2\cdot0.25\cdot2)=0.10$ s$^{-1}$ and $0.10/(2\cdot0.25\cdot1)=0.20$ s$^{-1}$, and 0.134 s$^{-1}$ lies between them. Small grains approach the lower limit, because their high initial tension suppresses leaving. Large grains approach the upper one. The two limits differ by the factor $S/(S-1)$, which is 2 here but becomes large when $S$ is close to 1; the grain size can then matter much more. The limits also rest on the choice that stress affects only the leaving rate. If tension speeds entry as well, the threshold for small grains can fall below the lower limit, and grain size matters more even at $S=2$. At fixed $S$, the threshold is proportional to $G$: faster growth favours tension. In an experiment, changing the deposition rate or the temperature generally changes $S$ as well, so this comparison is not automatically the one you make.

Q: Put the stages together. What would the force curve look like?

A: After contact I add the stress of each new boundary layer to the frozen capillary force:

$$F(h)=F_{\rm contact}+\int_0^h\sigma(h')\,dh' .$$

This attributes the new force to the joined part of the film, below the grooves, and treats each boundary layer as complete even while holes remain at the corners. The height $h$ is not the deposited thickness. While the grooves are deep, $h$ grows faster than the mean thickness, so a curve drawn against thickness rises more steeply at first than the table suggests. The signs of the slopes are the same. For the two exchange rates it gives:

| $h$ (nm) | $F$, high $k$ (N/m) | $F$, low $k$ (N/m) |
|---:|---:|---:|
| 0 | −1.25 | −1.25 |
| 1 | −0.81 | −0.79 |
| 5 | 0.46 | 1.03 |
| 20 | 0.86 | 7.2 |
| 60 | −4.3 | 22 |

The curves nearly coincide at 1 nm, where the boundary rises too fast for either film to accept many atoms. In this midpoint estimate, the high-mobility film reaches its peak of 1.20 N/m near 12.7 nm and returns through zero near 28 nm. Between these heights its total force is tensile while every new layer is compressive. The other film keeps gaining tension. Its large force at 60 nm assumes that it neither yields nor cracks, processes absent from the model.

Q: How do I know that each cause is needed, and that you have not merely drawn a curve with two bends?

A: Remove them one at a time. With $f=g=0$, $A=0$ and the first drop disappears. If new boundary starts at zero stress instead of $\sigma_T$, the layer-by-layer calculation gives no tensile layer. With $S=1$ it gives no compressive layer, since the stationary stress is then zero. With the low exchange rate it gives none either. These tests show what each ingredient does within the model. They do not show that insertion is the sole origin of late compression in your film; other mechanisms have been proposed.

Q: What could I do at the apparatus to question the insertion picture?

A: Stop the deposition during the last stage and watch $F$. The adatom density falls, and $S$ approaches 1 if the curvature of the grain surface is neglected. (At $h=30$ nm, where $R=36$ nm, curvature would hold $S$ near 1.2 and shift the changes of $F$ given below by about $-0.014$ N/m.) For an exposed layer in compression, $e^{-\sigma/s_0}>1$, so

$$\frac{dN}{dt}=k\left(1-e^{-\sigma/s_0}\right)<0 .$$

Atoms leave this layer and its force moves in the tensile direction. A layer that has only just closed is still tensile, however. It goes on accepting atoms, and its force falls. The strict model therefore predicts a small change of either sign. Only the top layer can exchange atoms, and it relaxes towards zero stress over a thickness of 0.25 nm. If every layer starts from the mean tension, the total change in $F$, once $S$ has reached 1 and the layer has relaxed, lies between about $-0.12$ N/m, for a fresh layer at 469 MPa, and $+0.04$ N/m, for a layer at $-152$ MPa that was about to be buried. If different boundaries are at different stages, these contributions partly cancel. A tensile change much larger than $0.04$ N/m would mean that buried boundary also exchanges atoms, or that another process contributes. The first explanation would contradict the assumption of frozen layers. The second need not: a change of surface stress or of temperature, for example, can alter $F$ without any exchange of atoms at buried boundaries. The numerical output below lists the remaining values for the example.

## Computed results

```
Young modulus 105 GPa, Poisson ratio 0.30
biaxial modulus M = 150.0 GPa
surface stress f = 1.0, interface g = 0.3 N/m
surface energy 1.0, boundary energy 0.4 J/m^2
period L = 40 nm, locking radius = 8 nm
atomic spacing a = 0.25 nm, atomic volume = 0.015625 nm^3
growth rate G = 0.10 nm/s, temperature = 300 K
supersaturation S = 2.0
exchange rate: high 0.250, low 0.025 1/s
capillary coefficient A = 1.593 N/m
island stress T at contact = -119.5 MPa
mean thickness at contact = 10.47 nm
slope of F just before contact = -146.0 MPa
force per width at contact = -1.251 N/m
bound on neglected slope A/R_lock = 199.1 MPa
energy gain of closure = 1.60 J/m^2
largest gap that closes: formula 0.924 nm
largest gap that closes: cohesive law 0.924 nm
initial boundary tension sigma_T = 468.8 MPa
k_B T / atomic volume = 265.1 MPa
stationary stress sigma_C = -183.7 MPa
x0 = 2.461, p* = 2.372 (no unit)
relaxation time tau: high-mobility film 0.566 s
layer exposure at late times a/G = 2.50 s
exposure of first boundary layer = 0.0156 s
critical boundary speed v_c = 0.1864 nm/s
turnover height: formula 12.72 nm, layers 12.75 nm
threshold exchange rate = 0.1342 1/s
late layer stress: high mobility -151.6 MPa
late layer stress: low mobility 363.8 MPa
peak force = 1.202 N/m at height 12.75 nm
force returns through zero at height 28.4 nm
island radius (nm), force per width before contact (N/m)
    8.0    -0.000
   12.0    -0.150
   16.0    -0.534
   20.0    -1.251
boundary height (nm), speed (nm/s), F high, F low (N/m)
    1.0   2.0025    -0.809    -0.785
    5.0   0.4123     0.458     1.027
   10.0   0.2236     1.128     3.185
   20.0   0.1414     0.857     7.245
   40.0   0.1118    -1.469    14.889
   60.0   0.1054    -4.271    22.317
  100.0   0.1020   -10.154    37.000
```
